**LDA potential and image law outside a jellium slab**

The program solves a jellium slab self-consistently in the local-density approximation and shows that its exchange-correlation potential \(v_{xc}\) decays exponentially outside the metal instead of following the image law \(-1/[4(z-z_0)]\). Here \(n\) is the electron density, \(z\) the distance from the jellium edge, \(z_0\) the image-plane position and \(\kappa\) the decay constant of the highest occupied subband. The program asserts that \(v_{xc}\) agrees with libxc and obeys the bound \(|v_{xc}|\le Cn^{1/3}\) on a range of densities. It asserts that the density and potential decay at \(2\kappa\) and \(2\kappa/3\), to within 1% and 2%, and that a start with an image tail converges to the same potential as a start without one. Further assertions cover the edge-potential theorem for jellium, the Hartree tail, the \(z^{-2}e^{-2\kappa z}\) density law for a step barrier (with \(\kappa\) at the Fermi level) and the screening of an applied field. The output gives an LDA potential of \(-1.3\times10^{-4}\) eV at 1.5 nm, where the image energy is \(-0.25\) eV. At 1 MV/cm the barrier is lowered by 0.094 eV in the LDA and by 0.379 eV under the image law.

## Numerical verification

```python
"""Result under test: outside a metal the self-consistent LDA potential has no
image tail -1/(4(z-z0)); v_xc is bounded by C n^(1/3) and decays exponentially.
Hartree atomic units inside, nm and eV in the output. Symbols:
n density, rs = (3/(4 pi n))^(1/3), kF bulk Fermi wavenumber, z position,
L jellium thickness, kappa = sqrt(2*binding energy), z0 image plane outside
the jellium edge, F applied field (force on an electron), vacuum level = 0."""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal, solve_banded
from pyscf.dft import libxc

BOHR = sc.physical_constants["Bohr radius"][0] * 1e9       # nm
HA = sc.physical_constants["Hartree energy in eV"][0]      # eV
pi = np.pi

# ---------- inputs ----------
density_nm3, thick_nm, vacuum_nm = 180.0, 1.9, 2.5
field_V_nm, temperature, eps_semi, phi_real_eV = 0.1, 300.0, 11.7, 4.2
n_bulk = density_nm3 * BOHR**3
L = thick_nm / BOHR
F = field_V_nm * BOHR / HA
kT = sc.k * temperature / sc.e / HA
rs_bulk = (3 / (4 * pi * n_bulk))**(1 / 3)
kF = (3 * pi**2 * n_bulk)**(1 / 3)

# ---------- LDA potential: Dirac exchange, Perdew-Zunger correlation, rs >= 1
GAM, B1, B2 = -0.1423, 1.0529, 0.3334


def vxc_lda(n):
    n = np.maximum(n, 1e-40)
    rs = (3 / (4 * pi * n))**(1 / 3)
    den = 1 + B1 * np.sqrt(rs) + B2 * rs
    vc = GAM * (1 + 7 / 6 * B1 * np.sqrt(rs) + 4 / 3 * B2 * rs) / den**2
    return -(3 * n / pi)**(1 / 3) + vc


C_low = (3 / pi)**(1 / 3) - 4 / 3 * GAM / B2 * (4 * pi / 3)**(1 / 3)
n_test = np.logspace(-8, -1.4, 40)
v_lib = libxc.eval_xc("LDA_X,LDA_C_PZ", n_test, spin=0, deriv=1)[1][0]
assert np.allclose(vxc_lda(n_test), v_lib, rtol=1e-5)
assert np.all(np.abs(v_lib) <= C_low * n_test**(1 / 3))
n_low = 1e-20
assert abs(vxc_lda(n_low) / (-C_low * n_low**(1 / 3)) - 1) < 0.01

# ---------- classical image energy from the induced surface charge ----------
d = 7.0
pot = quad(lambda r: -d / (2 * pi * (r * r + d * d)**1.5)
           * 2 * pi * r / np.sqrt(r * r + d * d), 0, np.inf)[0]
assert abs(0.5 * pot + 1 / (4 * d)) < 1e-8

# ---------- self-consistent jellium slab ----------
M = 2 * int(round(L / 0.1 / 2)) + 1        # odd number of cells in jellium
h = L / M
pad = int(round(vacuum_nm / BOHR / h))
npts = M + 2 * pad
z = (np.arange(npts) - (npts - 1) / 2) * h
background = np.where(np.abs(z) < L / 2, n_bulk, 0.0)
areal = background.sum() * h
distance = np.abs(z[:, None] - z[None, :])

# Thomas-Fermi screening operator, used only to speed up convergence
k2 = np.where(np.abs(z) < L / 2 + 1, 4 * kF / pi, 0.0)
band = np.zeros((3, npts))
band[0, 1:] = band[2, :-1] = -1 / h**2
band[1] = 2 / h**2 + k2
band[1, 0] -= 1 / h**2
band[1, -1] -= 1 / h**2


def kohn_sham(v):
    """Density, Fermi level, subband energies and count of occupied subbands."""
    e, psi = eigh_tridiagonal(1 / h**2 + v, np.full(npts - 1, -0.5 / h**2),
                              select="i", select_range=(0, 17))
    for m in range(1, len(e)):
        ef = (pi * areal + e[:m].sum()) / m
        if ef <= e[m]:
            break
    else:
        raise RuntimeError("too few subbands")
    n = (psi[:, :m]**2 / h) @ ((ef - e[:m]) / pi)
    return n, ef, e, m


def hartree(n):
    return -2 * pi * h * (distance @ (n - background))


def self_consistent(v, v_ext):
    vs, fs, beta = [], [], 0.6
    for _ in range(250):
        n, ef, e, m = kohn_sham(v)
        res = v_ext + hartree(n) + vxc_lda(n) - v
        if np.max(np.abs(res)) < 1e-8:
            return v, n, ef, e, m
        u = solve_banded((1, 1), band, k2 * res)
        f = res - u + 0.5 * (u[0] + u[-1])
        vs, fs = (vs + [v])[-9:], (fs + [f])[-9:]
        new = v + beta * f
        if len(vs) > 1:
            dv = np.array([v - a for a in vs[:-1]]).T
            df = np.array([f - a for a in fs[:-1]]).T
            c = np.linalg.lstsq(df, f, rcond=1e-12)[0]
            new = new - (dv + beta * df) @ c
        v = new
    raise RuntimeError("no self-consistency")


depth = kF**2 / 2 + 0.14
smooth_start = -depth / (1 + np.exp((np.abs(z) - L / 2 - 1) / 0.7))
image_start = -0.25 / np.maximum(np.abs(z) - L / 2 - 1, 0.25 / depth)
v0, n0, ef0, e0, m0 = self_consistent(smooth_start, 0 * z)
v0b = self_consistent(image_start, 0 * z)[0]
assert np.max(np.abs(v0 - v0b)) < 1e-6      # the image tail does not survive
n_pass = kohn_sham(image_start)[0]
v_pass = hartree(n_pass) + vxc_lda(n_pass)
assert (3 / (4 * pi * n0.max()))**(1 / 3) > 1
phi = -ef0
kap_F, kap_N = np.sqrt(2 * phi), np.sqrt(-2 * e0[m0 - 1])
vH0, vx0 = hartree(n0), vxc_lda(n0)


def at(x_nm, values):
    """Value at distance x_nm outside the right jellium edge."""
    return np.interp(L / 2 + x_nm / BOHR, z, values)


def log_at(x_nm, values):
    return np.exp(at(x_nm, np.log(np.abs(values))))


# solver check: edge-potential theorem (holds up to finite-slab oscillations)
exc_b = libxc.eval_xc("LDA_X,LDA_C_PZ", np.array([n_bulk]), spin=0, deriv=1)[0][0]
edge_theory = kF**2 / 5 + vxc_lda(n_bulk) - exc_b
edge_found = at(0.0, vH0) - vH0[np.abs(z) < L / 4].mean()
assert abs(edge_found / edge_theory - 1) < 0.10

# decay rates of density and potential against the subband energy
xa, xb = 1.5, 2.0
rate_n = np.log(log_at(xa, n0) / log_at(xb, n0)) / ((xb - xa) / BOHR)
rate_v = np.log(log_at(xa, vx0) / log_at(xb, vx0)) / ((xb - xa) / BOHR)
assert abs(rate_n / (2 * kap_N) - 1) < 0.01
assert abs(rate_v / (2 * kap_N / 3) - 1) < 0.02

# Hartree potential outside comes only from the density farther out
i5 = np.argmin(np.abs(z - L / 2 - 0.5 / BOHR))
i10 = np.argmin(np.abs(z - L / 2 - 1.0 / BOHR))
tail = [-4 * pi * h * np.sum((z[i:] - z[i]) * n0[i:]) for i in (i5, i10)]
assert abs(vH0[i5] / tail[0] - 1) < 0.01
assert abs(tail[1] / (-pi * n0[i10] / kap_N**2) - 1) < 0.10

# ---------- semi-infinite metal: z^-2 exp(-2 kappa z), step barrier ----------
V0 = kF**2 / 2 + phi


def step_ratio(x):
    """Exact density integral over its asymptotic law at distance x."""
    width = kap_F / (2 * kF * x)
    val = quad(lambda k: (kF**2 - k**2) * k**2 / (2 * V0) / pi**2
               * np.exp(-2 * x * (np.sqrt(2 * V0 - k**2) - kap_F)),
               max(0, kF - 60 * width), kF, epsabs=0, epsrel=1e-9, limit=300)[0]
    return val / (kF * kap_F**2 / (4 * pi**2 * V0 * x**2))


err1, err2 = step_ratio(100.0) - 1, step_ratio(200.0) - 1
assert abs(err2) < 0.03 and 1.6 < err1 / err2 < 2.4

# ---------- response to an applied field: the image plane ----------
vf, nf, eff, ef_levels, mf = self_consistent(v0, F * z)
dn = nf - n0
z0 = (-4 * pi * h * np.sum(z * dn) / F - L) / 2
screened = -4 * pi * h * dn[z > 0].sum() / F
assert abs(screened - 1) < 0.05 and 0 < z0 < 3


def image(x_nm):
    return -0.25 / (x_nm / BOHR - z0)


assert log_at(1.5, vx0) < 0.05 * abs(image(1.5))
assert abs(at(1.5, v_pass)) < 0.05 * abs(at(1.5, image_start))

# barrier lowering on the side where the field pulls electrons out
out = z < -L / 2
top = np.argmax(np.where(out, vf, -9.0))
low_lda = phi - (vf[top] - eff)
top_nm = (-z[top] - L / 2) * BOHR
x = np.linspace(1, 400, 400001)
low_img = -np.max(-0.25 / x - F * x)
assert abs(low_img / np.sqrt(F) - 1) < 1e-5
assert 0 < low_lda < low_img

# ---------- neglected effects ----------
a = 2 * (1.0 / BOHR) / kap_F
t = np.linspace(-700, 70, 770001)
thermal_num = (a * kT)**2 * np.sum(np.logaddexp(0, -t) * np.exp(a * kT * t)) * (t[1] - t[0])
thermal = pi * a * kT / np.sin(pi * a * kT)
assert abs(thermal_num / thermal - 1) < 1e-4
kap_real = np.sqrt(2 * phi_real_eV / HA)
fn_exponent = 4 * np.sqrt(2) * phi**1.5 / (3 * F)

# ---------- output ----------
print(f"electron density of the jellium: {density_nm3:.0f} nm^-3")
print(f"density parameter rs: {rs_bulk:.3f} bohr")
print(f"bulk Fermi wavenumber: {kF / BOHR:.2f} nm^-1")
print(f"slab thickness: {thick_nm:.2f} nm; vacuum each side: {vacuum_nm:.2f} nm")
print(f"grid step: {h * BOHR:.5f} nm")
print(f"low-density constant C in v_xc = -C n^(1/3): {C_low:.4f} a.u.")
print(f"exchange part of C: {(3 / pi)**(1 / 3):.4f} a.u.")
print(f"work function of the slab: {phi * HA:.3f} eV")
print(f"occupied subbands: {m0}")
print(f"highest occupied subband bottom: {e0[m0 - 1] * HA:.3f} eV")
print(f"edge minus bulk Hartree potential, slab: {edge_found * HA:.3f} eV")
print(f"same from n d(eps)/dn: {edge_theory * HA:.3f} eV")
print(f"kappa of top subband: {kap_N / BOHR:.3f} nm^-1")
print(f"kappa of Fermi level: {kap_F / BOHR:.3f} nm^-1")
print(f"density decay rate, 1.5 to 2.0 nm: {rate_n / BOHR:.3f} nm^-1")
print(f"predicted 2 kappa (subband): {2 * kap_N / BOHR:.3f} nm^-1")
print(f"v_xc decay rate, 1.5 to 2.0 nm: {rate_v / BOHR:.3f} nm^-1")
print(f"predicted 2 kappa/3 (subband): {2 * kap_N / 3 / BOHR:.3f} nm^-1")
print(f"v_xc decay length 3/(2 kappa), subband: {1.5 / kap_N * BOHR:.4f} nm")
print(f"image plane outside jellium edge: {z0 * BOHR:.4f} nm")
print(f"fraction of field screened at slab centre: {screened:.4f}")
print("distance from edge (nm), n (nm^-3), LDA v_xc (eV), image (eV):")
for s in (0.3, 0.5, 0.8, 1.0, 1.5, 2.0):
    print(f"  {s:.1f}  {log_at(s, n0) / BOHR**3:.3e}  "
          f"{-log_at(s, vx0) * HA:.3e}  {image(s) * HA:.4f}")
print(f"Hartree potential at {(z[i5] - L / 2) * BOHR:.3f} nm: {vH0[i5] * HA:.3e} eV")
print(f"Hartree potential at {(z[i10] - L / 2) * BOHR:.3f} nm: {tail[1] * HA:.3e} eV")
print(f"image-tailed starting potential at 1.5 nm: {at(1.5, image_start) * HA:.4f} eV")
print(f"potential after one LDA pass at 1.5 nm: {at(1.5, v_pass) * HA:.3e} eV")
print(f"step barrier, density over asymptotic law at {100 * BOHR:.2f} nm: {1 + err1:.4f}")
print(f"step barrier, density over asymptotic law at {200 * BOHR:.2f} nm: {1 + err2:.4f}")
print(f"applied field: {field_V_nm * 10:.2f} MV/cm")
print(f"barrier lowering, image law in vacuum: {low_img * HA:.4f} eV")
print(f"barrier top, image law, from image plane: {0.5 / np.sqrt(F) * BOHR:.3f} nm")
print(f"barrier lowering, self-consistent LDA: {low_lda * HA:.4f} eV")
print(f"barrier top, LDA, from jellium edge: {top_nm:.3f} nm")
print(f"image lowering at relative permittivity {eps_semi}: "
      f"{np.sqrt(F / eps_semi) * HA:.4f} eV")
print(f"kappa for rough work function {phi_real_eV} eV: {kap_real / BOHR:.3f} nm^-1")
print(f"thermal density factor at 1 nm, {temperature:.0f} K: {thermal:.5f}")
print(f"thermal v_xc factor at 1 nm: {thermal**(1 / 3):.5f}")
print(f"field-emission exponent, triangular barrier: {fn_exponent:.0f}")
print("no test failed")
```

Printed output:

```
electron density of the jellium: 180 nm^-3
density parameter rs: 2.076 bohr
bulk Fermi wavenumber: 17.47 nm^-1
slab thickness: 1.90 nm; vacuum each side: 2.50 nm
grid step: 0.00526 nm
low-density constant C in v_xc = -C n^(1/3): 1.9021 a.u.
exchange part of C: 0.9847 a.u.
work function of the slab: 3.798 eV
occupied subbands: 11
highest occupied subband bottom: -4.831 eV
edge minus bulk Hartree potential, slab: 2.474 eV
same from n d(eps)/dn: 2.467 eV
kappa of top subband: 11.261 nm^-1
kappa of Fermi level: 9.985 nm^-1
density decay rate, 1.5 to 2.0 nm: 22.533 nm^-1
predicted 2 kappa (subband): 22.522 nm^-1
v_xc decay rate, 1.5 to 2.0 nm: 7.505 nm^-1
predicted 2 kappa/3 (subband): 7.507 nm^-1
v_xc decay length 3/(2 kappa), subband: 0.1332 nm
image plane outside jellium edge: 0.0795 nm
fraction of field screened at slab centre: 1.0053
distance from edge (nm), n (nm^-3), LDA v_xc (eV), image (eV):
  0.3  9.961e-02  -9.862e-01  -1.6324
  0.5  8.811e-04  -2.295e-01  -0.8560
  0.8  8.593e-07  -2.485e-02  -0.4996
  1.0  9.036e-09  -5.579e-03  -0.3911
  1.5  1.117e-13  -1.314e-04  -0.2534
  2.0  1.429e-18  -3.083e-06  -0.1874
Hartree potential at 0.503 nm: -2.767e-05 eV
Hartree potential at 1.003 nm: -2.996e-10 eV
image-tailed starting potential at 1.5 nm: -0.2488 eV
potential after one LDA pass at 1.5 nm: -1.696e-04 eV
step barrier, density over asymptotic law at 5.29 nm: 1.0221
step barrier, density over asymptotic law at 10.58 nm: 1.0111
applied field: 1.00 MV/cm
barrier lowering, image law in vacuum: 0.3795 eV
barrier top, image law, from image plane: 1.897 nm
barrier lowering, self-consistent LDA: 0.0941 eV
barrier top, LDA, from jellium edge: 0.887 nm
image lowering at relative permittivity 11.7: 0.1109 eV
kappa for rough work function 4.2 eV: 10.499 nm^-1
thermal density factor at 1 nm, 300 K: 1.00764
thermal v_xc factor at 1 nm: 1.00254
field-emission exponent, triangular barrier: 506
no test failed
```
